# Mean Raman shift of an absorbing film with linear strain

A silicon film bent into an arc is stretched on its convex face and compressed on its concave face, so its thickness-averaged strain is zero. A Raman spectrum taken from the convex side, with light absorbed well within the film, nevertheless reports tension. Reading the shift as a film average is then wrong even qualitatively. Reading it as the surface strain, or as the strain at the single-pass absorption depth $1/\alpha$, gives a wrong magnitude. The result below fixes the depth to which the mean shift belongs.

## Setting and theorem

Let $z$ be the depth below the illuminated face of a film of thickness $d$. Assume the following.

1. Light enters and leaves along the surface normal. It crosses the material above the scattering point once on each way, with no interference and no return from the back face.
2. The absorption coefficient $\alpha$, defined for intensity, is uniform and equal for incident and scattered light.
3. The Raman efficiency and the detector response do not depend on depth.
4. The local shift from the unstrained frequency is $\Delta\omega(z)=b\,\varepsilon(z)$ with constant $b$.
5. The strain is $\varepsilon(z)=\varepsilon_s+gz$ for $0\le z\le d$, tension being positive.

The mean shift $\langle\Delta\omega\rangle$ is the average of local shifts weighted by the intensity collected from each depth. Write $\delta=1/(2\alpha)$.

**Theorem.** Under these assumptions
$$\langle\Delta\omega\rangle=\Delta\omega(\delta)-\frac{bg\,d}{e^{2\alpha d}-1}.$$
For a thick film, $2\alpha d\gg1$, the last term is negligible and
$$\langle\Delta\omega\rangle=b\left(\varepsilon_s+\frac{g}{2\alpha}\right)=\Delta\omega\!\left(\frac1{2\alpha}\right).$$

## Two lemmas and the proof

**Lemma 1 (depth weight).** The normalized weight of depth $z$ in the collected signal is
$$w(z)=\frac{2\alpha e^{-2\alpha z}}{1-e^{-2\alpha d}}.$$

*Proof.* Absorption obeys $dI/dz=-\alpha I$, so the incident intensity at depth $z$ is $I(0)e^{-\alpha z}$. A layer $dz$ scatters an amount proportional to this intensity and to $dz$. The scattered light crosses the same thickness on its way out and acquires a second factor $e^{-\alpha z}$. The signal from the layer is therefore proportional to $e^{-2\alpha z}dz$. Surface transmission and Raman efficiency are common factors and cancel on division by
$$\int_0^d e^{-2\alpha z}dz=\frac{1-e^{-2\alpha d}}{2\alpha}.\qquad\square$$

**Lemma 2 (mean depth).**
$$\langle z\rangle=\frac1{2\alpha}-\frac{d}{e^{2\alpha d}-1}.$$

*Proof.* Put $k=2\alpha$ and integrate by parts:
$$\int_0^d ze^{-kz}dz=\left[-\frac{z e^{-kz}}k\right]_0^d+\frac1k\int_0^d e^{-kz}dz=-\frac{d e^{-kd}}k+\frac{1-e^{-kd}}{k^2}.$$
Division by $(1-e^{-kd})/k$ gives
$$\langle z\rangle=\frac1k-\frac{d e^{-kd}}{1-e^{-kd}}=\frac1k-\frac{d}{e^{kd}-1}.\qquad\square$$

*Proof of the theorem.* Averaging is linear and the weight is normalized, so
$$\langle\Delta\omega\rangle=\langle b(\varepsilon_s+gz)\rangle=b\varepsilon_s+bg\langle z\rangle.$$
Insert Lemma 2 and use $b\varepsilon_s+bg\delta=\Delta\omega(\delta)$. $\square$

**Remark 1 (meaning of the depth).** The factor 2 comes from the two passages through the absorber. The depth $\delta$ is a mean, not a cutoff. In a thick film the fraction of signal from above it is $\int_0^\delta2\alpha e^{-2\alpha z}dz=1-e^{-1}\approx0.63$, and the remaining 37% comes from below.

**Remark 2 (thin film).** For $x=kd\ll1$,
$$\frac{x}{e^x-1}=\frac1{1+x/2+x^2/6+\cdots}=1-\frac x2+\frac{x^2}{12}+\cdots,$$
so $\langle z\rangle=d/2-kd^2/12+\cdots$. Under assumption 1, a weakly absorbing film is sampled nearly uniformly, and the mean shift approaches that of its midplane. In a real smooth film that absorbs weakly, light returning from the back face interferes with the incoming light and makes the sampling uneven. In a silicon film a few tens of nanometres thick the mean depth can then lie far from the midplane, and the optical field in the film must be computed. This is the signal of the film alone; a substrate with an overlapping line would add its own.

**Remark 3 (unequal absorption).** If the coefficients are $\alpha_i$ on the way in and $\alpha_s$ on the way out, the product of the two factors is $e^{-(\alpha_i+\alpha_s)z}$. The proofs hold with $k=\alpha_i+\alpha_s$, and the thick-film depth becomes $1/(\alpha_i+\alpha_s)$.

**Remark 4 (curved profiles).** Add a term $hz^2$ to the strain of a thick film. Integration by parts gives $\langle z^2\rangle=(2/k)\langle z\rangle=2\delta^2$. The mean strain is then $\varepsilon_s+g\delta+2h\delta^2$, while the local strain at $\delta$ is $\varepsilon_s+g\delta+h\delta^2$. They differ by $h\delta^2$, so linearity of the profile is a real condition.

**Remark 5 (finding the gradient).** One mean shift cannot separate $\varepsilon_s$ from $g$. If the film is thick at two laser wavelengths, with depths $\delta_1$ and $\delta_2$, the mean shifts differ by $bg(\delta_1-\delta_2)$. This yields $g$ if $b$ is known and the film temperature is the same in both measurements. If the film is not thick at one of them, the mean depth of Lemma 2 must replace $\delta$ there.

## From the mean shift to a measured line

A spectrometer records the sum of the local lines. Let each have the same symmetric shape $L$, normalized to unit area. The spectrum is
$$F(\omega)=\int_0^d w(z)\,L(\omega-\Delta\omega(z))\,dz,$$
with $\omega$ measured from the unstrained frequency.

**Proposition 1 (centroid).** If $\int|v|L(v)\,dv$ is finite, the centroid of $F$ equals $\langle\Delta\omega\rangle$.

*Proof.* The shifts are bounded and the first moment converges absolutely, so the integrals may be exchanged. With $v=\omega-\Delta\omega(z)$,
$$\int\omega F\,d\omega=\int_0^d w(z)\left[\int\big(v+\Delta\omega(z)\big)L(v)\,dv\right]dz=\int_0^d w(z)\Delta\omega(z)\,dz.$$
The term in $v$ vanishes by symmetry, and $F$ has unit area. $\square$

A Lorentzian falls off as $1/v^2$, so $\int|v|L\,dv$ diverges and the proposition does not cover it. What can be used is the position of its peak or of a fitted curve.

**Proposition 2 (Lorentzian line).** Let the local line have half width at half maximum $\gamma$, let the film be thick, and put $s=bg\delta$. For $|s|\ll\gamma$, to leading order, the peak of $F$ lies at $-4s^3/\gamma^2$ from $\langle\Delta\omega\rangle$. The centre of an unweighted least-squares Lorentzian fit over a wide window lies at $-s^3/\gamma^2$ from it.

*Proof.* Let $t=z/\delta$, which has weight $e^{-t}$ and moments $\langle t^n\rangle=n!$. The local shift measured from the mean is $u=s(t-1)$. Hence $\langle u\rangle=0$ and
$$\langle u^2\rangle=s^2(2-2+1)=s^2,\qquad \langle u^3\rangle=s^3(6-6+3-1)=2s^3.$$
Let $v$ now be the frequency measured from the mean shift. The height of a line does not affect its position, so take
$$L(v)=\frac1{1+v^2/\gamma^2},\qquad L'(v)=-\frac{2v}{\gamma^2}+\frac{4v^3}{\gamma^4}-\cdots.$$
At the peak $\langle L'(v-u)\rangle=0$. Since $\langle v-u\rangle=v$, this reads
$$-\frac{2v}{\gamma^2}+\frac4{\gamma^4}\left(v^3+3vs^2-2s^3\right)+\cdots=0.$$
The solution $v$ is of order $s^3$, so the first two terms in the bracket are of higher order than the third. What remains is $v=(2/\gamma^2)(-2s^3)=-4s^3/\gamma^2$.

For the fit, minimize $\int[F(v)-A L_\Gamma(v-v_0)]^2dv$, where $L_\Gamma$ has half width $\Gamma$. Setting the derivative with respect to $v_0$ to zero gives
$$\int F(v)L_\Gamma'(v-v_0)\,dv=0,$$
because $\int L_\Gamma L_\Gamma'\,dv=0$. Expansion of $F=\langle L(v-u)\rangle$ in $u$ gives
$$F=L+\frac{s^2}2L''-\frac{s^3}3L'''+\cdots.$$
The even terms change the height and width, with $\Gamma=\gamma+O(s^2)$, but are orthogonal to the odd function $L'$. Using $L_\Gamma'(v-v_0)\approx L'(v)-v_0L''(v)$, the leading terms are
$$-\frac{s^3}3\int L'''L'\,dv-v_0\int LL''\,dv=0.$$
Integration by parts turns the two integrals into $-\int L''^2dv$ and $-\int L'^2dv$, so
$$v_0=-\frac{s^3}3\,\frac{\int L''^2dv}{\int L'^2dv}.$$
The Fourier transform of $L$ is proportional to $e^{-\gamma|\kappa|}$, and each derivative supplies a factor $i\kappa$. By Parseval's theorem the ratio is
$$\frac{\int_0^\infty \kappa^4e^{-2\gamma \kappa}d\kappa}{\int_0^\infty \kappa^2e^{-2\gamma \kappa}d\kappa}=\frac{24/(2\gamma)^5}{2/(2\gamma)^3}=\frac3{\gamma^2},$$
and $v_0=-s^3/\gamma^2$. $\square$

The surface, $t=0$, has $u=-s$. Both offsets therefore point towards the surface shift. They arise from the skewness of the exponential weight; its variance broadens the line without moving it at this order.

## Strain coefficient for a bent silicon film

Take a (001) film bent along [110], much wider than the region in which its edges relax, so that the strain across the bending direction is zero. Let $R$ be the radius of the midplane, which keeps its length in pure bending. An arc at depth $z$ below the convex face has radius $R+d/2-z$, and its relative elongation is
$$\varepsilon(z)=\frac{d/2-z}{R},\qquad \varepsilon_s=\frac d{2R},\qquad g=-\frac1R.$$
Bending thus supplies the linear profile by geometry.

**Lemma 3.** With $\omega_0$ the unstrained phonon frequency, $p$ and $q$ the phonon deformation potentials divided by $\omega_0^2$, and $C_{11},C_{12}$ the elastic constants, the coefficient to first order in strain is
$$b=\frac{\omega_0}2\left(q-p\,\frac{C_{12}}{C_{11}}\right).$$

*Proof.* Use the cubic axes, with $z$ along the normal. The Raman tensor of a phonon polarized along one cubic axis couples light fields along the other two. At normal incidence both fields lie in the $xy$ plane, so the $z$-polarized phonon is the one observed. Its frequency obeys
$$\omega^2=\omega_0^2\left[1+p\,\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})\right].$$
The in-plane shear $\varepsilon_{xy}$ mixes the $x$ and $y$ phonons and leaves this one alone. The sum $\varepsilon_{xx}+\varepsilon_{yy}$ is unchanged by rotation about $z$, so it equals $\varepsilon+0$. The free faces carry no normal stress. Inside the film, force balance along the radius lets the normal stress grow only to about $d/(4R)$ times the bending stress at the surface, which is negligible to first order in strain. Hence $C_{11}\varepsilon_{zz}+C_{12}\varepsilon=0$ at every depth, and $\varepsilon_{zz}=-(C_{12}/C_{11})\varepsilon$. Insert this and expand the square root, $\omega-\omega_0\approx(\omega_0/2)(q-pC_{12}/C_{11})\varepsilon$. $\square$

## Worked example

Let $d=2.0$ µm, $R=1.0$ mm and $\alpha=3.00\times10^4$ cm$^{-1}$, a rough value for silicon near 442 nm. The material inputs are rough, and their digits are those used in the computation, not a measure of accuracy: $\omega_0=520$ cm$^{-1}$, $p=-1.85$, $q=-2.3$, $C_{11}=166$ GPa and $C_{12}=64$ GPa. Then
$$b=260\left(-2.3+1.85\times\frac{64}{166}\right)=-412.6\ \text{cm}^{-1}\text{ per unit strain}.$$
The surface strain is $2.0/(2\times1000)=0.100\%$, and the gradient is $-0.100\%$ per µm. The characteristic depth is
$$\delta=\frac1{2\times3.00\times10^4\ \text{cm}^{-1}}=166.7\ \text{nm}.$$
Since $2\alpha d=12$, the finite-film correction to the mean depth is $-0.012$ nm, and the film counts as thick. The strain at $\delta$ is $0.1000\%-0.1667\times0.100\%=0.0833\%$, so
$$\langle\Delta\omega\rangle=-412.6\times8.33\times10^{-4}=-0.344\ \text{cm}^{-1}.$$

The surface shift is $-0.413$ cm$^{-1}$, and the shift at $1/\alpha$ is $-0.275$ cm$^{-1}$. Taking the measured strain for the surface strain makes the latter 17% too small. Assigning it to the depth $1/\alpha=333$ nm and extrapolating with the known gradient gives $0.0833\%+0.0333\%=0.1167\%$ at the surface, 17% too large.

The integrals were checked with a discrete form of the same absorption law, which tests the algebra but not assumptions 1 to 3. The film was divided into 20 000 slabs of 0.1 nm, each removing the fraction $3\times10^{-4}$ of each beam. The mean depth came out as 166.63 nm, below $\delta$ by the finite-film correction and by 0.025 nm from the slab size. Summing Gaussian lines of standard deviation 1 cm$^{-1}$ with these weights gave a centroid of $-0.3438$ cm$^{-1}$, equal to the predicted shift to the digits shown.

For a Lorentzian with $\gamma=2.0$ cm$^{-1}$, $s=-0.3438+0.4126=0.0688$ cm$^{-1}$. Proposition 2 predicts a peak offset of $-3.25\times10^{-4}$ cm$^{-1}$ and a fit offset of $-8.13\times10^{-5}$ cm$^{-1}$. Direct evaluation for unlimited thickness gives $-3.15\times10^{-4}$ and $-8.05\times10^{-5}$ cm$^{-1}$; ending the film at 2.0 µm changes these to $-3.14\times10^{-4}$ and $-8.0\times10^{-5}$ cm$^{-1}$. The offsets are below 0.5% of $s$, so here a fitted Lorentzian centre serves as the mean shift.

## Where a real film departs from the model

The example lies in the regime of thin flexible silicon, with a tight bend. Its optical and elastic inputs are rough, and the film is taken as undoped and free-standing. If it is bonded to a carrier, the neutral plane may leave the midplane. This changes $\varepsilon_s$. The gradient stays $g=-1/R$ up to a relative correction of the order of the strain, and the characteristic depth is unchanged.

The natural yardstick for the neglected effects is $|s|=0.0688$ cm$^{-1}$, the difference between the surface and mean shifts.

- **Unequal absorption.** The Stokes light is at 452.4 nm, where a rough coefficient is $2.50\times10^4$ cm$^{-1}$. The mean depth becomes $1/(5.50\times10^4\ \text{cm}^{-1})=181.8$ nm and the mean shift $-0.3375$ cm$^{-1}$. The change is 9% of $|s|$.
- **Oblique rays.** A ray at internal angle $\theta$ travels $z/\cos\theta$ to reach depth $z$. For aperture 0.9 and film index 4.8, edge rays on both ways reduce the mean depth to 163.7 nm. Rays nearer the axis reduce it less. Oblique rays also admit some signal from the in-plane phonons, whose strain shifts differ. Depending on the polarization, this can move the mean shift more than the change of depth does, and it is not included here.
- **Strained optical constants.** Suppose that strain shifts the absorption curve rigidly in photon energy, by a rough 10 eV per unit strain. The two coefficients above, 0.0645 eV apart, give $\ln\alpha$ a slope of $\ln(3.00/2.50)/0.0645=2.83$ per eV. The surface strain shifts the curve by 0.010 eV, so $\alpha$ there changes by 2.8%, which changes $\delta$ by nearly the same fraction. If tension raises $\alpha$, the change at the surface shortens the mean depth, the fall of $\alpha$ with depth gives back 1.6 nm, and the net change is about $-3$ nm. A Raman efficiency that rises with tension at the same rate adds $-0.8$ nm. The signs reverse if tension lowers these quantities.
- **Strip width.** A strip narrow enough to contract freely sideways has $b=-387.5$ cm$^{-1}$ per unit strain, 6% smaller in magnitude. For the same bend the mean shift becomes $-387.5\times8.33\times10^{-4}=-0.323$ cm$^{-1}$, a change of 30% of $|s|$. This alters the conversion to strain, not the depth.
- **Deformation potentials.** Published sets of $p$ and $q$ differ. An earlier set, $p=-1.43$ and $q=-1.89$, gives $b=-348$ cm$^{-1}$ per unit strain and a mean shift of $-0.290$ cm$^{-1}$, a change of 78% of $|s|$. This exceeds every other effect sized here. It limits the strain read from a shift but leaves the depth alone.
- **Heating.** For 0.10 mW absorbed in a spot of radius 0.5 µm, an order-of-magnitude estimate of conduction through the film to a heat sink 0.5 mm away gives a rise of roughly 0.8 K at the centre of the spot, taking the heat as released at the surface and a bulk conductivity of 130 W/(m K). Spreading the absorption over $1/\alpha$ and averaging over the sampled volume lowers this to about 0.5 K, while the reduced conductivity of a thin film raises it. At $-0.02$ cm$^{-1}$/K the line moves down by a seventh to a fifth of $|s|$ and imitates additional tension. The estimated rise is proportional to power, so a power of the order of half a milliwatt would produce a drift as large as $|s|$.

These effects call for different remedies. Strip width is handled by using the coefficient $b$ that fits the actual sideways constraint. Unequal absorption, which moves the characteristic depth most among the effects sized here, is repaired by using $1/(\alpha_i+\alpha_s)$. Heating calls for measurements at several powers, extrapolated to zero power. The numerical output lists the remaining values.

## Computed results

```
INPUTS (material values rough)
film thickness: 2.0 um
bending radius: 1.0 mm
laser wavelength: 442 nm
absorption coefficient alpha: 3.00e+04 cm^-1
unstrained phonon frequency: 520 cm^-1
p, q, r over omega0^2: -1.85, -2.3, -0.7
C11, C12, C44: 166, 64, 80 GPa
Lorentzian half width gamma: 2.0 cm^-1
RESULTS
strain coefficient b, formula: -412.6 cm^-1 per unit strain
b from diagonalization: -412.6 cm^-1 per unit strain
strain gradient: -0.100 % per um
optical thickness 2*alpha*d: 12.0
depth 1/(2 alpha): 166.67 nm
mean depth from slabs: 166.63 nm
signal fraction from above 1/(2 alpha): 0.6323
strain at surface: 0.1000 %
strain at 1/(2 alpha): 0.0833 %
thickness-averaged strain: 0.0000 %
shift at surface: -0.4126 cm^-1
shift at 1/(2 alpha): -0.3438 cm^-1
centroid of computed spectrum: -0.3438 cm^-1
shift at single-pass depth 1/alpha: -0.2750 cm^-1
s = shift at 1/(2 alpha) minus surface shift: 0.0688 cm^-1
Lorentzian peak minus mean, computed: -3.15e-04 cm^-1
same, formula -4s^3/gamma^2: -3.25e-04 cm^-1
Lorentzian fit minus mean, computed: -8.05e-05 cm^-1
same, formula -s^3/gamma^2: -8.13e-05 cm^-1
NEGLECTED EFFECTS
Stokes wavelength: 452.4 nm
absorption at Stokes wavelength: 2.50e+04 cm^-1
mean depth, unequal absorption: 181.8 nm
mean shift, unequal absorption: -0.3375 cm^-1
finite-film depth correction: -0.0123 nm
back-face reflection, depth change: 0.055 nm
objective aperture 0.9, film index 4.8
mean depth for edge rays both ways: 163.7 nm
alpha change at surface strain: 2.8 %
alpha varying with depth, depth change: 1.60 nm
efficiency varying with depth, depth change: -0.78 nm
nonlinear strain response, mean shift change: -1.2e-04 cm^-1
b for a narrow strip: -387.5 cm^-1 per unit strain
absorbed laser power: 0.10 mW
spot radius (1/e intensity): 0.5 um
thermal conductivity: 130 W/(m K)
distance to heat sink: 500 um
thermal shift slope: -0.02 cm^-1/K
estimated heating: 0.77 K
thermal shift: -0.0154 cm^-1
```
